# Ground Level of a Silicon Electron in a Triangular Interface Well: a numerical check

```python
"""Ground level of an electron in a triangular well at a silicon interface.

Result under test: E0 = |a1| * (hbar^2 (e F)^2 / (2 m))^(1/3)
  F  : uniform electric field in silicon, m : mass normal to the interface,
  a1 : first zero of the Airy function Ai, z : distance from the interface.
The potential is e F z for z > 0, with a hard wall at z = 0.
Energies are measured from the conduction-band edge at z = 0+.
The formula is compared with diagonalization on a grid. Further tests cover
the mean distance, a finite barrier, a weakening field and a lighter mass.
"""
import numpy as np
from scipy.constants import hbar, e, m_e
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros, gamma


def airy_series_terms(x, count=30):
    """Terms of the two power-series solutions f and g of y'' = x y."""
    f_terms, g_terms = [1.0], [x]
    for k in range(1, count):
        f_terms.append(f_terms[-1] * x**3 / (3*k * (3*k - 1)))
        g_terms.append(g_terms[-1] * x**3 / (3*k * (3*k + 1)))
    return np.array(f_terms), np.array(g_terms)


slope_ratio = 3**(1/3) * gamma(2/3) / gamma(1/3)


def scaled_airy(x):
    """Ai(x)/Ai(0) from the power series."""
    f_terms, g_terms = airy_series_terms(x)
    return f_terms.sum() - slope_ratio * g_terms.sum()


def grid_ground(left, right, mass, potential, step=5e-12):
    """Lowest level (J) and mean position (m), walls at left and right.

    mass(z) is sampled between nodes, potential(z) at nodes.
    """
    z = step * np.arange(round(left/step) + 1, round(right/step))
    edges = np.append(z - step/2, z[-1] + step/2)
    hopping = hbar**2 / (2 * mass(edges) * step**2)
    diagonal = hopping[:-1] + hopping[1:] + potential(z)
    values, vectors = eigh_tridiagonal(
        diagonal/e, -hopping[1:-1]/e, select='i', select_range=(0, 0))
    weight = vectors[:, 0]**2
    return values[0]*e, np.sum(weight*z)/np.sum(weight)


def constant_mass(value):
    return lambda z: np.full_like(z, value)


# Airy function: slope at the origin, series, decay bound and first zero
ai0, ai_slope0 = airy(0.0)[:2]
assert abs(-ai_slope0/ai0 - slope_ratio) < 1e-12
for x in (-2.0, -0.7, 1.0):
    assert abs(scaled_airy(x) - airy(x)[0]/ai0) < 1e-11
for x in (0.5, 1.0, 4.0):
    bound = np.exp(-2*x**1.5/3) / (2*np.sqrt(np.pi)*x**0.25)
    assert 0 < airy(x)[0] <= bound
assert scaled_airy(-2.34) < 0 < scaled_airy(-2.33)
first_zero = brentq(scaled_airy, -2.34, -2.33, xtol=1e-13)
assert abs(first_zero - ai_zeros(1)[0][0]) < 1e-9
zero_gap = np.pi/np.sqrt(2.33)
near_origin = np.linspace(-(2.33 - zero_gap), 0, 50)
assert min(scaled_airy(x) for x in near_origin) > 0


def formula_energy(mass, field):
    return -first_zero * (hbar**2 * (e*field)**2 / (2*mass))**(1/3)


# Energy and mean distance against the grid, for several masses and fields
for mass_ratio, test_field in ((0.916, 1e8), (0.19, 1e8), (0.19, 3e7)):
    test_mass = mass_ratio*m_e
    level, distance = grid_ground(
        0, 25e-9, constant_mass(test_mass), lambda z: e*test_field*z)
    predicted = formula_energy(test_mass, test_field)
    # grid spacing and finite domain leave relative errors below 1e-4
    assert abs(level/predicted - 1) < 1e-4
    assert abs(distance/(2*predicted/(3*e*test_field)) - 1) < 1e-4

# Worked example
field = 1e8
mass = 0.916*m_e
force = e*field
cubed_scale = hbar**2 * force**2 / (2*mass)
energy_scale = cubed_scale**(1/3)
length_scale = (hbar**2/(2*mass*force))**(1/3)
ground = formula_energy(mass, field)
mean_distance = 2*ground/(3*force)
grid_level, grid_distance = grid_ground(
    0, 25e-9, constant_mass(mass), lambda z: force*z)
assert abs(ground/e - 0.17) < 0.005

# Finite flat barrier at z < 0
barrier, barrier_mass = 5e-19, 0.5*m_e
decay = np.sqrt(2*barrier_mass*(barrier - ground))/hbar
wall_shift = barrier_mass/(mass*decay)
predicted_drop = force*wall_shift


def barrier_potential(z):
    return np.where(z > 0, force*z, np.where(z < 0, barrier, barrier/2))


barrier_level, _ = grid_ground(
    -3e-9, 12e-9, lambda z: np.where(z < 0, barrier_mass, mass),
    barrier_potential)
grid_drop = grid_level - barrier_level
# neglected terms are of relative order (wall_shift/length_scale)^2
assert abs(grid_drop/predicted_drop - 1) < 0.02

# Field falling linearly with depth; it would vanish at field_depth
field_depth = 20e-9
weak_level, _ = grid_ground(
    0, 12e-9, constant_mass(mass),
    lambda z: force*(z - z**2/(2*field_depth)))
assert weak_level < grid_level

# Valleys with the lighter mass normal to the interface
light_mass = 0.19*m_e
light_ground = formula_energy(light_mass, field)
light_grid, _ = grid_ground(
    0, 25e-9, constant_mass(light_mass), lambda z: force*z)
assert light_grid > grid_level
assert abs(light_grid/grid_level - (0.916/0.19)**(1/3)) < 1e-3

print(f"hbar = {hbar:.6e} J s")
print(f"elementary charge = {e:.6e} C")
print(f"electron mass = {m_e:.6e} kg")
print(f"mass ratio normal to interface = {mass/m_e:.3f}")
print(f"mass normal to interface = {mass:.5e} kg")
print(f"field in silicon = {field:.3e} V/m")
print(f"force e F = {force:.5e} N")
print(f"hbar^2 (eF)^2/(2m) = {cubed_scale:.5e} J^3")
print(f"energy scale = {energy_scale:.5e} J")
print(f"length scale = {length_scale:.5e} m")
print(f"slope ratio r = {slope_ratio:.6f}")
f_terms, g_terms = airy_series_terms(-2.34)
print("f terms k=0..5 at -2.34:",
      " ".join(f"{t:.6f}" for t in f_terms[:6]))
print("g terms k=0..5 at -2.34:",
      " ".join(f"{t:.6f}" for t in g_terms[:6]))
for x in (-2.34, -2.33):
    f_terms, g_terms = airy_series_terms(x)
    print(f"x = {x:.2f}: f = {f_terms.sum():.6f}, "
          f"g = {g_terms.sum():.6f}, f - r g = {scaled_airy(x):.6f}")
print(f"minimum spacing of zeros pi/sqrt(2.33) = {zero_gap:.4f}")
print(f"first Airy zero a1 = {first_zero:.6f}")
print(f"ground energy, formula = {ground:.5e} J")
print(f"ground energy, formula = {ground/e:.5f} eV")
print(f"ground energy, grid = {grid_level:.5e} J")
print(f"mean distance, formula = {mean_distance:.5e} m")
print(f"mean distance, grid = {grid_distance:.5e} m")
print(f"barrier height = {barrier:.3e} J")
print(f"barrier mass ratio = {barrier_mass/m_e:.2f}")
print(f"barrier decay constant = {decay:.4e} 1/m")
print(f"effective wall shift = {wall_shift:.4e} m")
print(f"energy drop, leading order = {predicted_drop:.4e} J")
print(f"energy drop, grid = {grid_drop:.4e} J")
print(f"ground energy with barrier, grid = {barrier_level:.4e} J")
print(f"ground energy with barrier, grid = {barrier_level/e:.4f} eV")
print(f"depth where weakening field vanishes = {field_depth:.2e} m")
print(f"ground energy, weakening field = {weak_level:.4e} J")
print(f"ground energy, weakening field = {weak_level/e:.4f} eV")
print(f"lighter mass ratio = {light_mass/m_e:.2f}")
print(f"lighter-mass ground energy = {light_ground:.4e} J")
print(f"lighter-mass ground energy = {light_ground/e:.4f} eV")
print(f"ratio of the two valley levels = {light_ground/ground:.4f}")
print("tests ok")
```

Output:

```
hbar = 1.054572e-34 J s
elementary charge = 1.602177e-19 C
electron mass = 9.109384e-31 kg
mass ratio normal to interface = 0.916
mass normal to interface = 8.34420e-31 kg
field in silicon = 1.000e+08 V/m
force e F = 1.60218e-11 N
hbar^2 (eF)^2/(2m) = 1.71064e-60 J^3
energy scale = 1.19597e-20 J
length scale = 7.46464e-10 m
slope ratio r = 0.729011
f terms k=0..5 at -2.34: 1.000000 -2.135484 0.912058 -0.162307 0.015755 -0.000961
g terms k=0..5 at -2.34: -2.340000 2.498516 -0.762220 0.108514 -0.008913 0.000476
x = -2.34: f = -0.370900, g = -0.503644, f - r g = -0.003738
x = -2.33: f = -0.361372, g = -0.517666, f - r g = 0.016012
minimum spacing of zeros pi/sqrt(2.33) = 2.0581
first Airy zero a1 = -2.338107
ground energy, formula = 2.79630e-20 J
ground energy, formula = 0.17453 eV
ground energy, grid = 2.79630e-20 J
mean distance, formula = 1.16354e-09 m
mean distance, grid = 1.16354e-09 m
barrier height = 5.000e-19 J
barrier mass ratio = 0.50
barrier decay constant = 6.2181e+09 1/m
effective wall shift = 8.7785e-11 m
energy drop, leading order = 1.4065e-21 J
energy drop, grid = 1.3899e-21 J
ground energy with barrier, grid = 2.6573e-20 J
ground energy with barrier, grid = 0.1659 eV
depth where weakening field vanishes = 2.00e-08 m
ground energy, weakening field = 2.7296e-20 J
ground energy, weakening field = 0.1704 eV
lighter mass ratio = 0.19
lighter-mass ground energy = 4.7239e-20 J
lighter-mass ground energy = 0.2948 eV
ratio of the two valley levels = 1.6893
tests ok
```
